# X-ray penetration into silicon at vanishing incidence: limit and first correction: a program that tests the result

```python
# Result under test: for X-rays at vanishing glancing angle on silicon the
# intensity decays over depth0 = 1/(4 sqrt(pi r_e n)) = c/(2 omega_p), about 3 nm,
# and photoelectric absorption changes this only by (beta/delta)^2/8.
# Symbols: r_e classical electron radius, n electron density, omega_p plasma
# frequency, squared index = 1 - 2 delta + 2 i beta, theta_c = sqrt(2 delta),
# mu = inverse attenuation length, f2 = absorptive part of the atomic response
# in electrons. Lengths are in nm. Angles enter through their sines.
# Independent road: a stack of discrete electron sheets, no refractive index.
import numpy as np
from scipy import constants as C
from scipy.integrate import quad

pc = C.physical_constants
r_e = pc["classical electron radius"][0] * 1e9
a_si = pc["lattice parameter of silicon"][0] * 1e9
lam = 1537.400 * pc["Copper x unit"][0] * 1e9   # K-alpha1 defines the x unit
Z = 14
att_len_um = 70.0        # rough typical attenuation length
edge_keV = 1.84          # rough K edge of silicon
k = 2 * np.pi / lam
energy_keV = C.h * C.c / (lam * 1e-9) / C.e / 1e3
n_at = 8 / a_si**3
n_el = Z * n_at
spacing = a_si / 4       # (001) atomic planes
mu = 1 / (att_len_um * 1e3)

# Continuum formulas
delta = r_e * lam**2 * n_el / (2 * np.pi)
beta = mu * lam / (4 * np.pi)
theta_c = np.sqrt(2 * delta)
f2 = mu / (2 * r_e * lam * n_at)
depth0 = 1 / (4 * np.sqrt(np.pi * r_e * n_el))
omega_p = np.sqrt(n_el * 1e27 * C.e**2 / (C.epsilon_0 * C.m_e))


def depth_formula(theta):
    root = np.sqrt(theta**2 - 2 * delta + 2j * beta + 0j)
    return 1 / (2 * k * root.imag)


# Sheet model: field slope jumps by strength * field at every sheet
def sheet_strength(density):
    return 4 * np.pi * r_e * spacing * density


def free_gap(kz, x):
    return np.array([[np.cos(kz * x), np.sin(kz * x) / kz],
                     [-kz * np.sin(kz * x), np.cos(kz * x)]], complex)


def cell(kz, strength):
    half = free_gap(kz, spacing / 2)
    kick = np.array([[1, 0], [strength, 1]], complex)
    return half @ kick @ half


def depth_sheets(theta, density):
    eig = np.linalg.eigvals(cell(k * theta, sheet_strength(density)))
    return -spacing / (2 * np.log(np.min(np.abs(eig))))


def stack_field(theta, densities):
    """Intensity at cell boundaries, reflectivity and absorbed fraction."""
    kz = k * theta
    state = np.array([0, -1], complex)      # field vanishes deep inside
    half = free_gap(kz, spacing / 2)
    field, at_sheet = [state[0]], []
    for dens in densities[::-1]:
        state = np.linalg.solve(cell(kz, sheet_strength(dens)), state)
        field.append(state[0])
        at_sheet.append((half @ state)[0])
    incoming = (state[0] + state[1] / (1j * kz)) / 2
    outgoing = (state[0] - state[1] / (1j * kz)) / 2
    intensity = np.abs(np.array(field[::-1]) / incoming)**2
    loss = -np.imag(sheet_strength(densities[::-1]))
    absorbed = np.sum(loss * np.abs(np.array(at_sheet) / incoming)**2) / kz
    return intensity, abs(outgoing / incoming)**2, absorbed


rho = n_at * (Z - 1j * f2)
tiny = 1e-6              # stands for vanishing incidence, in rad

# Limiting depth, from sheets and from the plasma frequency
limit_sheets = depth_sheets(tiny, rho)
depth_plasma = C.c / (2 * omega_p) * 1e9
assert abs(limit_sheets / depth0 - 1) < 3e-4   # finite sheet spacing
assert abs(depth_plasma / depth0 - 1) < 1e-6
assert abs(lam / (4 * np.pi * theta_c) / limit_sheets - 1) < 3e-4

# Cause of the decay: switch absorption and phase response off in turn
no_absorption = depth_sheets(tiny, n_el)
only_absorption = depth_sheets(tiny, -1j * n_at * f2)
change = 1 - limit_sheets / no_absorption
change_formula = (beta / delta)**2 / 8
assert abs(change / change_formula - 1) < 0.05
only_abs_formula = lam / (4 * np.pi * np.sqrt(beta))
assert abs(only_absorption / only_abs_formula - 1) < 2e-3

# Depth against angle; tolerance covers the finite sheet spacing
ratios = [0.1, 0.5, 0.9, 1.0, 1.5, 3.0]
depths = [depth_sheets(x * theta_c, rho) for x in ratios]
for x, d in zip(ratios, depths):
    assert abs(d / depth_formula(x * theta_c) - 1) < 5e-3
assert abs(depths[3] / only_abs_formula - 1) < 5e-3
refracted_path = np.sqrt(8.0) * theta_c / mu
assert abs(depths[5] / refracted_path - 1) < 5e-3

# Field and energy at a tenth of the critical angle
theta = 0.1 * theta_c
n_sheets = 740
silicon = np.full(n_sheets, rho)
intensity, refl, absorbed = stack_field(theta, silicon)
j = 74
depth_profile = j * spacing / np.log(intensity[0] / intensity[j])
surface_formula = 4 * theta**2 / theta_c**2
absorbed_formula = (4 * theta * beta
                    / (theta_c**2 * np.sqrt(theta_c**2 - theta**2)))
assert abs(depth_profile / depth_formula(theta) - 1) < 1e-3
# remaining differences are of relative order 0.1 beta/delta
assert abs(intensity[0] / surface_formula - 1) < 5e-3
assert abs(absorbed / absorbed_formula - 1) < 5e-3
assert abs(absorbed + refl - 1) < 1e-8

# Neglected: binding of K electrons, cross-section falling as energy^-3
edge = edge_keV / energy_keV
near = quad(lambda w: -1 / (w * (1 + w)), edge, 3, weight="cauchy", wvar=1)[0]
far = quad(lambda w: 1 / (w * (1 - w * w)), 3, np.inf)[0]
f1_shift = 2 / np.pi * f2 * (near + far)
f1_closed = f2 / np.pi * np.log(1 / edge**2 - 1)
assert abs(f1_shift / f1_closed - 1) < 1e-6
depth_bound = depth_sheets(tiny, rho + n_at * f1_shift)

# Neglected: native oxide SiO2, 30 electrons per formula unit
oxide_density, oxide_molar = 2.2, 60.1          # g/cm3 (rough), g/mol
n_oxide = 30 * oxide_density / oxide_molar * C.N_A * 1e-21
n_ox_sheets = round(1.5 / spacing)
oxide_nm = n_ox_sheets * spacing
coated = silicon.copy()
coated[:n_ox_sheets] = n_oxide
depth_oxide = depth_sheets(tiny, n_oxide)
coated_int = stack_field(theta, coated)[0]
left_below_oxide = coated_int[n_ox_sheets] / coated_int[0]
assert abs(left_below_oxide / np.exp(-oxide_nm / depth_oxide) - 1) < 0.03

beam_um = 10.0
footprint_mm = beam_um * 1e-3 / theta

print(f"wavelength: {lam:.5f} nm")
print(f"photon energy: {energy_keV:.3f} keV")
print(f"silicon lattice parameter: {a_si:.5f} nm")
print(f"classical electron radius: {r_e:.4e} nm")
print(f"electron density: {n_el:.1f} per nm^3")
print(f"plasma energy: {C.hbar * omega_p / C.e:.2f} eV")
print(f"attenuation length (rough input): {att_len_um:.0f} um")
print(f"delta: {delta:.3e}")
print(f"beta: {beta:.3e}")
print(f"beta/delta: {beta / delta:.4f}")
print(f"critical angle: {theta_c * 1e3:.3f} mrad")
print(f"critical angle: {np.degrees(theta_c):.3f} degree")
print(f"limiting intensity depth, formula: {depth0:.4f} nm")
print(f"limiting intensity depth, sheets: {limit_sheets:.4f} nm")
print(f"limiting intensity depth: {depth0 * 1e-9 / pc['Bohr radius'][0]:.1f} bohr")
print(f"limiting amplitude depth: {2 * depth0:.3f} nm")
print(f"(001) plane spacing: {spacing:.4f} nm")
print(f"planes within limiting depth: {depth0 / spacing:.1f}")
print(f"depth without absorption, sheets: {no_absorption:.4f} nm")
print(f"fractional change by absorption, sheets: {change:.2e}")
print(f"fractional change by absorption, formula: {change_formula:.2e}")
print(f"depth with absorption only, sheets: {only_absorption:.2f} nm")
print(f"depth with absorption only, formula: {only_abs_formula:.2f} nm")
for x, d in zip(ratios, depths):
    print(f"depth at {x:.1f} critical angle: sheets {d:.2f} nm, "
          f"formula {depth_formula(x * theta_c):.2f} nm")
print(f"refracted path estimate at 3.0 critical angle: {refracted_path:.1f} nm")
print("At 0.1 critical angle:")
print(f"  glancing angle: {theta * 1e3:.4f} mrad")
print(f"  geometric guess theta/mu: {theta / mu:.2f} nm")
print(f"  surface intensity/incident, sheets: {intensity[0]:.5f}")
print(f"  surface intensity/incident, formula: {surface_formula:.5f}")
print(f"  absorbed fraction, sheets: {absorbed:.5f}")
print(f"  absorbed fraction, formula: {absorbed_formula:.5f}")
print(f"  reflectivity, sheets: {refl:.5f}")
print(f"  footprint of a {beam_um:.0f} um beam: {footprint_mm:.1f} mm")
print(f"K edge (rough input): {edge_keV:.2f} keV")
print(f"absorptive response f2: {f2:.3f} electrons per atom")
print(f"K-shell binding shift of response: {f1_shift:.3f} electrons per atom")
print(f"limiting depth with binding shift: {depth_bound:.3f} nm")
print(f"oxide mass density (rough input): {oxide_density:.1f} g/cm^3")
print(f"oxide electron density: {n_oxide:.0f} per nm^3")
print(f"limiting depth in oxide: {depth_oxide:.2f} nm")
print(f"oxide thickness in model: {oxide_nm:.2f} nm")
print(f"intensity left below oxide / at top: {left_below_oxide:.3f}")
print("OK")
```

Output:

```
wavelength: 0.15406 nm
photon energy: 8.048 keV
silicon lattice parameter: 0.54310 nm
classical electron radius: 2.8179e-06 nm
electron density: 699.2 per nm^3
plasma energy: 31.05 eV
attenuation length (rough input): 70 um
delta: 7.442e-06
beta: 1.751e-07
beta/delta: 0.0235
critical angle: 3.858 mrad
critical angle: 0.221 degree
limiting intensity depth, formula: 3.1777 nm
limiting intensity depth, sheets: 3.1775 nm
limiting intensity depth: 60.0 bohr
limiting amplitude depth: 6.355 nm
(001) plane spacing: 0.1358 nm
planes within limiting depth: 23.4
depth without absorption, sheets: 3.1778 nm
fractional change by absorption, sheets: 6.92e-05
fractional change by absorption, formula: 6.92e-05
depth with absorption only, sheets: 29.29 nm
depth with absorption only, formula: 29.29 nm
depth at 0.1 critical angle: sheets 3.19 nm, formula 3.19 nm
depth at 0.5 critical angle: sheets 3.67 nm, formula 3.67 nm
depth at 0.9 critical angle: sheets 7.28 nm, formula 7.28 nm
depth at 1.0 critical angle: sheets 29.32 nm, formula 29.29 nm
depth at 1.5 critical angle: sheets 301.98 nm, formula 301.95 nm
depth at 3.0 critical angle: sheets 763.91 nm, formula 763.85 nm
refracted path estimate at 3.0 critical angle: 763.9 nm
At 0.1 critical angle:
  glancing angle: 0.3858 mrad
  geometric guess theta/mu: 27.01 nm
  surface intensity/incident, sheets: 0.03990
  surface intensity/incident, formula: 0.04000
  absorbed fraction, sheets: 0.00472
  absorbed fraction, formula: 0.00473
  reflectivity, sheets: 0.99528
  footprint of a 10 um beam: 25.9 mm
K edge (rough input): 1.84 keV
absorptive response f2: 0.329 electrons per atom
K-shell binding shift of response: 0.304 electrons per atom
limiting depth with binding shift: 3.144 nm
oxide mass density (rough input): 2.2 g/cm^3
oxide electron density: 661 per nm^3
limiting depth in oxide: 3.27 nm
oxide thickness in model: 1.49 nm
intensity left below oxide / at top: 0.628
OK
```
